# Two derivations of the high-spin fraction in iron(II) spin crossover

An iron(II) ion surrounded by six nitrogen donors has six 3d electrons, and the octahedral field splits its five d orbitals into a lower set $t_{2g}$ (three orbitals) and an upper set $e_g$ (two). A strong field puts all six electrons into $t_{2g}$ with total spin $S=0$, the low-spin state L. A weak field leaves four electrons unpaired, $t_{2g}^4e_g^2$ with $S=2$, the high-spin state H. When the two states lie close, with L slightly lower, a dilute sample is diamagnetic when cold and turns gradually paramagnetic on warming. The question is what fraction $x(T)$ of the molecules is high-spin, at what temperature $T_{1/2}$ it reaches one half, and where the entropy that favours H comes from.

Energies per molecule are in mRy (Rydberg units, $\hbar=1$, so a vibrational quantum $w$ equals its angular frequency), $k=6.3336\times10^{-3}$ mRy/K, $\beta=1/kT$, and entropies are quoted as multiples of $k$; molar values follow from $R=N_Ak$. The symbol $\Delta$ always means H minus L. The term $p\Delta V$ is dropped, so that enthalpy equals mean energy: for 1 bar and a volume change of 100 bohr³ it is $6.8\times10^{-4}$ mRy, against enthalpies of several mRy.

## First derivation: the sum over levels

Two assumptions are made. Every level $\varepsilon_j$ of one molecule can be labelled L or H, which requires that spin–orbit mixing of the two states be weak for the populated levels. And the molecules are independent: the energy of $N$ molecules is the sum of their level energies. Define, with all energies measured from one common zero,

$$Z_L=\sum_{j\in L}e^{-\beta\varepsilon_j},\qquad Z_H=\sum_{j\in H}e^{-\beta\varepsilon_j}.$$

Because the energy is a sum, the Boltzmann factor is a product, and the sum over all states of $N$ molecules on labelled sites factorizes:

$$Z_N=\sum_{j_1\dots j_N}\prod_{a=1}^N e^{-\beta\varepsilon_{j_a}}=(Z_L+Z_H)^N .$$

The probability that molecule 1 is high-spin is the same sum with $j_1$ restricted to H, divided by $Z_N$. The factors of the other $N-1$ molecules cancel, and with $K=Z_H/Z_L$

$$x=\frac{Z_H(Z_L+Z_H)^{N-1}}{(Z_L+Z_H)^N}=\frac{K}{1+K}.\tag{1}$$

This is also the mean fraction, for any $N$. Each molecule contributes an independent variable equal to 1 with probability $x$ and 0 otherwise, whose variance is $x-x^2$; independent variances add, so the fraction has variance $x(1-x)/N$.

Each family $i=L,H$ is given its own thermodynamic functions,

$$G_i=-kT\ln Z_i,\qquad H_i=-\frac{\partial\ln Z_i}{\partial\beta},\qquad S_i=\frac{H_i-G_i}{T}.$$

$H_i$ is the mean energy within the family. $S_i$ is the Gibbs entropy within it: with $p_j=e^{-\beta\varepsilon_j}/Z_i$ one has $-k\sum p_j\ln p_j=k\beta H_i+k\ln Z_i=(H_i-G_i)/T$. Since $Z_i=e^{-\beta G_i}$, the ratio is $K=e^{-\beta\Delta G}$, and dividing numerator and denominator of (1) by $K$ gives

$$x(T)=\frac{1}{1+\exp\left[\dfrac{\Delta H(T)-T\Delta S(T)}{kT}\right]}.\tag{2}$$

The fraction is one half exactly when the exponent vanishes:

$$T_{1/2}=\frac{\Delta H(T_{1/2})}{\Delta S(T_{1/2})}.\tag{3}$$

Both quantities depend on temperature, so (3) is an equation for $T_{1/2}$, with $\Delta H$ and $\Delta S$ taken at $T_{1/2}$ itself.

## Second derivation: the free energy of an ideal mixture

Treat L and H as two species with free energies per molecule $G_i=H_i-TS_i$, regarded as given thermodynamic functions. A sample with $n=xN$ high-spin molecules is assumed to be an ideal mixture: the species contribute $(N-n)G_L+nG_H$, and the only further term is the entropy of the $\binom Nn$ equally likely ways of choosing which molecules are high-spin. For large arguments $\ln N!=\sum_{t=1}^N\ln t$ is approximated by $\int_1^N\ln t\,dt$, which gives $N\ln N-N$ up to terms of order $\ln N$. The linear terms cancel because $n+(N-n)=N$, and writing $N\ln N=n\ln N+(N-n)\ln N$,

$$\ln\binom Nn\simeq -n\ln\frac nN-(N-n)\ln\frac{N-n}{N}=-N\left[x\ln x+(1-x)\ln(1-x)\right].$$

The free energy per molecule is then

$$g(x)=G_L+x\,\Delta G+kT\left[x\ln x+(1-x)\ln(1-x)\right].\tag{4}$$

At fixed $T$ and $p$, equilibrium minimizes $g$ over the free variable $x$. The derivative of the bracket is $(\ln x+1)-(\ln(1-x)+1)$, so

$$g'(x)=\Delta G+kT\ln\frac{x}{1-x},\qquad g''(x)=\frac{kT}{x(1-x)}>0 .$$

The slope $g'$ rises steadily from $-\infty$ at $x\to0$ to $+\infty$ at $x\to1$, so it has one zero, a minimum. There $x/(1-x)=e^{-\Delta G/kT}=K$, and solving for $x$ gives $x=K/(1+K)$, which is (2). At $x=1/2$ the logarithm vanishes, so $\Delta G=0$ and (3) follows. The mixing entropy does not enter $\Delta S$ in (3), because it is stationary at $x=1/2$.

## What each derivation assumes

The binomial theorem connects the two:

$$Z_N=(Z_L+Z_H)^N=\sum_{n=0}^N\binom Nn Z_H^{\,n}Z_L^{\,N-n},$$

and the term with $n=xN$ is $e^{-\beta Ng(x)}$ within Stirling's approximation. The first derivation averages over all terms; the second keeps the largest. Inserting $\Delta G=-kT\ln[x/(1-x)]$ into (4), the terms $x\ln x$ cancel and $x\ln(1-x)+(1-x)\ln(1-x)=\ln(1-x)$ remains, so $g_{\min}=G_L+kT\ln(1-x)=G_L-kT\ln(1+K)=-kT\ln(Z_L+Z_H)$, the exact free energy per molecule. Expanding $g$ to second order about the minimum gives a Gaussian of variance $kT/(Ng'')=x(1-x)/N$, as found above.

The first derivation holds for any $N$, even one molecule, and says how to compute $\Delta H$ and $\Delta S$; it needs a level spectrum that divides into two families. The second needs $N\gg1$ and no spectrum, so $\Delta H$ and $\Delta S$ may include the surroundings of each molecule, but it cannot compute them. Independence is the additivity of energies in the first and the ideality of mixing in the second. The second shows most directly how independence fails. In mean field an interaction that penalizes unlike neighbours adds $\Gamma x(1-x)$ to (4), hence $\Gamma(1-2x)$ to $g'$ and $-2\Gamma$ to $g''$. The point $x=1/2$ stays stationary at $\Delta G=0$, but $g''(1/2)=4kT-2\Gamma$ is negative for $\Gamma>2kT_{1/2}$; the point is then a maximum between two minima and the crossover becomes discontinuous. Equation (2) itself fails for any $\Gamma\neq0$: the condition $g'=0$ becomes $x/(1-x)=\exp\{-[\Delta G+\Gamma(1-2x)]/kT\}$, which equals $K$ only at $x=1/2$. Both derivations assume that conversion is fast enough for equilibrium.

## The shape of the curve

With $d\beta/dT=-1/kT^2$, differentiation of $G_i=-kT\ln Z_i$ gives $dG_i/dT=-k\ln Z_i-H_i/T=(G_i-H_i)/T=-S_i$. Differentiating $H_i=G_i+TS_i$ then gives $C_i\equiv dH_i/dT=T\,dS_i/dT$. From $\ln K=\ln Z_H-\ln Z_L$ and the definition of $H_i$ follows the van 't Hoff relation

$$\frac{d\ln K}{d(1/T)}=-\frac{\Delta H}{k},\qquad\text{or}\qquad\frac{d\ln K}{dT}=\frac{\Delta H}{kT^2}.\tag{5}$$

Since $\ln K=\ln x-\ln(1-x)$ has derivative $1/[x(1-x)]$ in $x$, one finds $dx/dT=x(1-x)\Delta H/kT^2$, and at $T_{1/2}$, by (3), the slope is $\Delta S/(4kT_{1/2})$. The mean energy $(1-x)H_L+xH_H$ has the derivative

$$C=(1-x)C_L+xC_H+x(1-x)\frac{\Delta H^2}{kT^2},$$

whose last term equals $\Delta S^2/4k$ at $T_{1/2}$.

Let $\Delta H_{1/2}$ be the value at $T_{1/2}$, where $\ln K=0$. Integrating (5) with $\Delta H=\Delta H_{1/2}+(\Delta H-\Delta H_{1/2})$,

$$\ln K=-\frac{\Delta H_{1/2}}{k}\left(\frac1T-\frac1{T_{1/2}}\right)+\int_{T_{1/2}}^T\frac{\Delta H(T')-\Delta H_{1/2}}{kT'^2}\,dT'.\tag{6}$$

The first term alone is the constant-$\Delta H$, constant-$\Delta S$ curve. On it $x=0.8$ and $0.2$ mean $\ln K=\pm\ln4$, so $1/T=1/T_{1/2}\mp k\ln4/\Delta H_{1/2}$, and for $T\to\infty$ it tends to $1/(1+e^{-\Delta S/k})<1$. If $\Delta C>0$, the integrand is positive above $T_{1/2}$; below it the integrand is negative and the integral runs downward. The correction is positive on both sides. For constant $\Delta C$ the integrand is $(\Delta C/k)(1/T'-T_{1/2}/T'^2)$ and the integral is $(\Delta C/k)[\ln(T/T_{1/2})+T_{1/2}/T-1]$, which is of second order in $T-T_{1/2}$.

Equation (3) tolerates data from a nearby temperature. For $f(T)=\Delta H/\Delta S$,

$$f'=\frac{\Delta C}{\Delta S}-\frac{\Delta H\,\Delta C}{T\Delta S^2}=\frac{\Delta C}{\Delta S}\left(1-\frac fT\right),$$

which vanishes at $T_{1/2}$, where $f=T$. In $f''$ at that point only the derivative of the bracket survives, $f/T^2-f'/T=1/T_{1/2}$. To leading order $f(T)-T_{1/2}=\Delta C\,(T-T_{1/2})^2/(2T_{1/2}\Delta S)$.

## The spin entropy

Assume that the levels of each family are sums of an electronic and a vibrational energy, and that translation and rotation cancel between the families. For rotation this is an approximation: if the molecule rotates freely, a 10 % lengthening of the bonds raises the moments of inertia of the bare FeN$_6$ core by a factor 1.21 and adds $\tfrac32k\ln1.21=0.29\,k$, and less for a molecule whose ligand mass lies farther out; this term is left out below. Each $Z_i$ is then a product and $\Delta S=\Delta S_{\rm el}+\Delta S_{\rm vib}$. A level of degeneracy $g$ at energy $E$ has $Z=ge^{-\beta E}$, $H=E$ and $S=k\ln g$.

The configuration $t_{2g}^6$ fills all six spin orbitals. It is one determinant, with $M_S=0$ and no partner of other $M_S$, so $S=0$ and $g_L=1$. The configuration $t_{2g}^4e_g^2$ has $\binom64\binom42=90$ determinants. Six electrons in five orbitals allow at most five parallel spins, so the largest $M_S$ is $\tfrac52-\tfrac12=2$ and the largest $S$ is 2. A determinant with $M_S=2$ has one up electron in every orbital and one down electron, which must sit in $t_{2g}$ to give that set four electrons: 3 choices. Each $S=2$ multiplet contains exactly one state with $M_S=2$, so there are three quintets and $5\times3=15$ states, the term ${}^5T_{2g}$.

A fully degenerate term would give $k\ln15$, or 22.52 J/(mol K). Without spin–orbit coupling, the value $k\ln5$ needs the three orbital states to be split, which requires a symmetry lower than cubic, and needs a single orbital state to lie lowest; if a degenerate pair lay lowest, the count would be $2\times5$ states and the entropy $k\ln10$. The counts $\ln15$ and $\ln10$ are upper limits for Fe(II), because an orbitally degenerate level is split by spin–orbit coupling in first order. With a one-electron coupling constant $\zeta=400$ cm$^{-1}$ (3.65 mRy), the cubic term splits into levels of 3, 5 and 7 states at 0, 1.82 and 4.56 mRy, whose entropy is $k\ln3$ when cold and $2.07\,k$ at 210 K. The ten states of a lowest pair spread over about 3.7 mRy and give $1.94\,k$ at 210 K instead of $k\ln10=2.30\,k$. Take one orbital state lowest and two at height $\delta$, with $y=\beta\delta$. Then $Z_{\rm orb}=1+2e^{-y}$, $\beta H=2ye^{-y}/Z_{\rm orb}$, and

$$S_{\rm orb}/k=\ln(1+2e^{-y})+\frac{2ye^{-y}}{1+2e^{-y}},$$

which is $\ln3$ at $y=0$ and vanishes for $y\gg1$. The five spin states must in turn be nearly degenerate. For $n$ levels with mean $m$ and variance $\sigma^2$, expanding the exponentials gives $Z=ne^{-\beta m}(1+\beta^2\sigma^2/2+\dots)$, so $\ln Z=\ln n-\beta m+\beta^2\sigma^2/2$ and $S/k=\ln Z-\beta\,\partial_\beta\ln Z=\ln n-\beta^2\sigma^2/2$ to leading order. A zero-field splitting $DS_z^2$ has levels $0,D,D,4D,4D$, mean $2D$, mean square $34D^2/5$, and $\sigma^2=2.8D^2$, so $S/k=\ln5-1.4(D/kT)^2$. Hence

$$\Delta S_{\rm spin}=k\ln5,\quad R\ln5=13.38\ \text{J/(mol K)},\qquad\text{for }\delta\gg kT\gg|D|.$$

Spin–orbit coupling is represented here only through $D$; when $\delta$ is not large compared with it, the 15 states must be diagonalized together.

## The vibrational entropy

The FeN$_6$ core has $3\times7-6=15$ vibrations, which can be described by six bond stretches and nine bends. They are taken as harmonic; ligand and lattice modes are left out. A mode has levels $w(v+\tfrac12)$, and with $u=\beta w$ the geometric series gives $z=e^{-u/2}/(1-e^{-u})$. Then $\ln z=-u/2-\ln(1-e^{-u})$, the mean energy is $-\partial_\beta\ln z=w/2+w/(e^u-1)$, and in $s=\ln z+\beta\langle\varepsilon\rangle$ the zero-point terms cancel:

$$s(u)=\frac{u}{e^u-1}-\ln(1-e^{-u}).\tag{7}$$

The first term has derivative $1/(e^u-1)-ue^u/(e^u-1)^2$ and the second $-1/(e^u-1)$. With $(e^u-1)^2/e^u=4\sinh^2(u/2)$,

$$\frac{ds}{du}=-\frac{ue^u}{(e^u-1)^2}=-\frac{c(u)}{u},\qquad c(u)=\left[\frac{u/2}{\sinh(u/2)}\right]^2,$$

where $c=T\,ds/dT=-u\,ds/du$ is the heat capacity of the mode in units of $k$. A softer mode has more entropy. In the high-spin state two electrons occupy $e_g$ orbitals, which point at the ligands and are σ-antibonding, so the bonds are longer and weaker. That the frequencies fall is the physical input of the model and is not derived here. The level spacing depends on the curvature of the well and not on its position, so a shift of the minimum at fixed curvature in the mass-weighted coordinates contributes nothing; the lengthening enters $\Delta S_{\rm vib}$ only through the change it causes in the frequencies.

Pair the modes so that $w^H_m\le w^L_m$ for each $m$, assumed possible. Then $\Delta S_{\rm vib}=k\sum_m[s(u^H_m)-s(u^L_m)]\ge0$. The series $\sinh y/y=1+y^2/6+\dots$ has positive coefficients, so it exceeds 1 and increases; therefore $c<1$ and $c$ decreases with $u$. The second fact gives $\Delta C>0$, so $\Delta S_{\rm vib}$ grows steadily with $T$, starting from zero because $s\to0$ for $u\to\infty$. The first gives $d(s+\ln u)/du=(1-c)/u>0$, so $s(u^H)+\ln u^H\le s(u^L)+\ln u^L$ and

$$\Delta S_{\rm vib}\le k\sum_m\ln\frac{w^L_m}{w^H_m}.\tag{8}$$

The bound is the classical limit. For small $u$, $u/(e^u-1)=1/(1+u/2+u^2/6)=1-u/2+(\tfrac14-\tfrac16)u^2$, and $\ln(1-e^{-u})=\ln u+\ln(1-u/2+u^2/6)=\ln u-u/2+(\tfrac16-\tfrac18)u^2$. Subtracting, $s=1-\ln u+u^2/24$, so each mode contributes $\ln(w^L/w^H)-[(u^L)^2-(u^H)^2]/24$, approaching (8) from below.

Whether the vibrational part exceeds the spin part therefore depends on the softening and on the temperature. With $r$ the geometric mean of the 15 ratios, the bound is $15k\ln r$, and it exceeds $k\ln5$ only if $r>5^{1/15}=1.113$. In that case the steady growth of $\Delta S_{\rm vib}$ gives one temperature $T^*$ at which the two parts are equal, and the vibrational part is larger only above $T^*$.

Existence of the crossover follows as well, in the idealized model where H has exactly five degenerate electronic states ($D=0$, $\delta\to\infty$), so that $\Delta S_{\rm el}=k\ln5$ at every temperature and there is no electronic thermal energy. With $\Delta E$ the gap between the minima of the two wells,

$$\Delta H=\Delta E+\Delta E_{\rm ZP}+\sum_m\left[\frac{w^H_m}{e^{u^H_m}-1}-\frac{w^L_m}{e^{u^L_m}-1}\right],\qquad\Delta E_{\rm ZP}=\tfrac12\sum_m(w^H_m-w^L_m),$$

so $\Delta G(0)=\Delta E+\Delta E_{\rm ZP}$. Because $d\Delta G/dT=-\Delta S\le-k\ln5$, $\Delta G$ falls steadily and without limit. Equation (3) has exactly one solution if $\Delta G(0)>0$; otherwise $x>1/2$ at every $T>0$.

## Worked example

Round model parameters are taken for an FeN$_6$ core: $\Delta E=12$ mRy, six stretches softening from 3.5 to 2.0 mRy, nine bends from 2.0 to 1.5 mRy. The zero-point change is $\tfrac12[6(2.0-3.5)+9(1.5-2.0)]=-6.75$ mRy, so $\Delta G(0)=5.25$ mRy is positive and one crossover exists. Solving $x=1/2$ from the explicit sum over levels gives $T_{1/2}=210.65$ K, $kT_{1/2}=1.3342$ mRy.

For the stretches $u^L=3.5/1.3342=2.623$ and $u^H=2.0/1.3342=1.499$; (7) gives $s=0.2806$ and $0.6838$, and the group contributes $6(0.6838-0.2806)=2.42$. For the bends $u^L=1.499$, $u^H=1.124$, $s=0.6838$ and $0.9339$, and the group contributes $9(0.9339-0.6838)=2.25$. Thus

$$\Delta S/k=1.61+(2.42+2.25)=1.61+4.67=6.28\quad(6.2797\ \text{before rounding}),$$

or $13.4+38.8=52.2$ J/(mol K). The thermal vibrational term is 3.128 mRy, so $\Delta H=12-6.75+3.128=8.378$ mRy, or 11.0 kJ/mol. Equation (3) closes: $8.3782/(6.3336\times10^{-3}\times6.2797)=210.65$ K.

The vibrational part is 2.9 times the spin part and 74 % of $\Delta S$. It lies below its classical bound $3.358+2.589=5.947$, since the values of $u$ are not small. The mean ratio $r=1.49$ is above 1.113, and $T^*=80$ K lies well below $T_{1/2}$. With no softening at all, $\Delta E_{\rm ZP}$, the thermal term and $\Delta S_{\rm vib}$ vanish together, $T_{1/2}=12/(6.3336\times10^{-3}\times1.6094)=1177$ K, and $x$ tends to $5/6=0.833$ at high temperature.

The slope at $T_{1/2}$ is $6.2797/(4\times210.65)=0.00745$ K$^{-1}$, and the crossover term in the heat capacity is $6.2797^2/4=9.86$ in units of $k$. The crossover is broad: $x$ runs from 0.2 at 171 K to 0.8 at 268 K, where the constant-parameter curve with $\Delta H/k=1322.8$ K gives 173 K and 270 K.

| $T$ (K) | $x$ from level sums | $x$, constant $\Delta H,\Delta S$ |
|---|---|---|
| 100 | 0.0026 | 0.0010 |
| 150 | 0.0847 | 0.0732 |
| 200 | 0.4179 | 0.4172 |
| 250 | 0.7341 | 0.7288 |
| 300 | 0.8777 | 0.8665 |
| 400 | 0.9622 | 0.9513 |

The level sums lie above the constant curve on both sides of $T_{1/2}$, as (6) requires for $\Delta C>0$ (here $2.13\,k$ at $T_{1/2}$). The difference in $x$ is about 0.01 or less at the tabulated temperatures, but at 100 K the constant curve gives less than half of the correct small fraction. At 300 K both $\Delta H=9.31$ mRy and $\Delta S=6.87\,k$ have grown, yet their ratio, 214 K, lies only about 3 K above $T_{1/2}$; this temperature is too far away for the quadratic formula to be used quantitatively.

The electronic corrections, evaluated at the same $kT_{1/2}$, show how far $k\ln5$ can be trusted. For $D=0.1$ mRy the estimate $1.60944-1.4(0.1/1.3342)^2=1.60944-0.00786=1.6016$ compares with 1.6018 from the five levels. The orbital term is $0.009\,k$ for $\delta=10$ mRy, but $0.83\,k$ for $\delta=2$ mRy and $1.10\,k$ for $\delta=0$. The values for $\delta=2$ and $0$ mRy take orbital and spin energies as additive, which holds only if spin–orbit coupling is small compared with $kT$ or with $\delta$. Under that assumption $\delta=2$ mRy adds about half as much again to the spin entropy. For Fe(II) the assumption is not met at small $\delta$: diagonalizing the 15 states together with $\zeta=400$ cm$^{-1}$ gives a total electronic entropy of $1.99\,k$ for $\delta=2$ mRy (additive value 2.43) and $2.07\,k$ for $\delta=0$, while for $\delta=10$ mRy it gives $1.61\,k$, in agreement with the additive value. In any case 15 states cannot give more than $k\ln15$, and even the full $\ln15=2.71$ stays below the vibrational 4.67 of this model at this temperature.

The numerical check below tests (2), (3), (5), the slope, the heat capacity and the minimum of (4) against explicit level sums, the factorization and variance on four enumerated molecules, the quintet count by diagonalizing $S^2$, and (7) on a grid oscillator with centred and shifted wells.

## Computed results

```
k = 6.333623e-03 mRy/K; 1 mRy = 1.31275 kJ/mol; R = 8.3145 J/(mol K)
input dE = 12.0 mRy
input 6 stretches LS 3.5 HS 2.0 mRy; 9 bends LS 2.0 HS 1.5 mRy
determinants: t2g6 1, t2g4eg2 90, d6 210
t2g4eg2: M_S=2 determinants 3, quintet states 15; d6 quintets 25
modes: total 15, stretches 6, bends 9
dZPE = -6.750 mRy; dG(0) = 5.250 mRy
T_half = 210.65 K; kT_half = 1.3342 mRy
stretch: u_LS 2.6234 u_HS 1.4991 s_LS 0.2806 s_HS 0.6838 k
stretch: group dS 2.4196 k, classical 3.3577 k
bend: u_LS 1.4991 u_HS 1.1243 s_LS 0.6838 s_HS 0.9339 k
bend: group dS 2.2507 k, classical 2.5891 k
thermal vibrational energy change = 3.1282 mRy
dH(T_half) = 8.3782 mRy = 10.998 kJ/mol; dH/k = 1322.8 K
dS_spin = 1.6094 k = 13.38 J/(mol K)
dS_vib = 4.6702 k = 38.83 J/(mol K)
dS = 6.2797 k = 52.21 J/(mol K)
dS_vib/dS_spin = 2.902; vibrational share = 74.4 %
classical bound on dS_vib = 5.9468 k
geometric-mean ratio = 1.4865; needed 5^(1/15) = 1.1133
T* (dS_vib = ln5) = 80.3 K
dC(T_half) = 2.1296 k; crossover term dS^2/4 = 9.859 k
dx/dT at T_half = 0.007453 1/K
T(x=0.2): exact 171.37 K, constant dH,dS 172.56 K
T(x=0.8): exact 267.57 K, constant dH,dS 270.33 K
T = 100 K: x exact 0.0026, constant 0.0010
T = 150 K: x exact 0.0847, constant 0.0732
T = 200 K: x exact 0.4179, constant 0.4172
T = 250 K: x exact 0.7341, constant 0.7288
T = 300 K: x exact 0.8777, constant 0.8665
T = 400 K: x exact 0.9622, constant 0.9513
300 K: dH 9.3074 mRy, dS 6.8694 k, ratio 213.92 K
no softening: T_half = 1177.2 K, x(T->inf) = 0.8333
D = 0.1 mRy: spin entropy 1.6018 k, estimate 1.6016 k
delta = 0 mRy: extra orbital entropy 1.0986 k
delta = 2 mRy: extra orbital entropy 0.8321 k
delta = 10 mRy: extra orbital entropy 0.0094 k
ln 15 = 2.7081 k = 22.52 J/(mol K)
p dV (1 bar, 100 bohr^3) = 6.80e-04 mRy
```
